\section*{Angular dependence of the g value of an axial spin-1/2 centre}

\section{One defect, several lines}

Suppose that a spin resonance spectrum of a silicon sample shows two lines. If each defect is thought to have a single number $g$, two lines mean two kinds of defect. That conclusion can be false. The splitting of a dangling-bond level depends on the angle between the bond and the magnetic field, and silicon offers four bond directions. With the model values used below and the field along $[111]$, one kind of centre gives two lines 1.50~mT apart. To judge how many kinds of defect such a spectrum contains, we need the law by which $g$ changes with angle.

For a centre with one threefold or higher symmetry axis (a twofold axis is not enough), at angle $\theta$ to the field, the law is
\begin{equation}
g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\label{law}
\end{equation}
Here $g_\parallel$ and $g_\perp$ are the values for a field along the axis and normal to it. The squares add, not the $g$ values themselves, and the derivation must show why.

\section{The effective spin}

Consider a centre with an odd number of electrons. Without a field its ground level is at least doubly degenerate, because time reversal $\Theta$ turns a state $\psi$ into a different state $\Theta\psi$ of the same energy. We assume that this pair is the whole ground level and that all other levels lie far above it compared with the magnetic energy.

The field acts through $V=\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S_{\rm true})$, where $\mu_B$ is the Bohr magneton, $g_e$ the free-electron value, and angular momenta are in units of $\hbar$. To first order in the field we need only the $2\times2$ matrix of $V$ within the pair. Both angular momenta change sign under time reversal, so
\begin{equation}
\langle\Theta\psi|V|\Theta\psi\rangle=-\langle\psi|V|\psi\rangle ,
\end{equation}
and the matrix has zero trace. A Hermitian $2\times2$ matrix of zero trace is a real combination of the three spin-1/2 matrices $S_x,S_y,S_z$. Its coefficients are linear in $\mathbf B$ because $V$ is. Hence
\begin{equation}
H=\mu_B\sum_{ij}B_i\,g_{ij}\,S_j=\mu_B\,\mathbf B\cdot\mathbf g\cdot\mathbf S .
\label{ham}
\end{equation}
The operator $\mathbf S$ is an effective spin: it labels the two states of the doublet, which may contain orbital motion as well as true spin. Hyperfine coupling to nuclei and coupling to other unpaired spins are left out.

\section{What the symmetry axis does to $\mathbf g$}

A dangling bond with three equal back bonds has a threefold axis, called $z$, and mirror planes that contain it. We assume that the effective spin transforms like a true spin. This holds for a doublet that grows out of a non-degenerate orbital when spin--orbit coupling is turned on.

Under a symmetry operation with matrix $R$, the axial vectors $\mathbf B$ and $\mathbf S$ both change by $(\det R)R$. The factor $\det R=\pm1$ occurs twice in $H$ and cancels, so the energy is unchanged if
\begin{equation}
R\,\mathbf g\,R^{T}=\mathbf g .
\end{equation}

First take the rotation by $120^\circ$ about $z$. It turns the pair $(g_{xz},g_{yz})$ like a vector in the plane. No vector in the plane except zero is unchanged by such a turn, so both elements vanish. The same argument removes $(g_{zx},g_{zy})$.

Next take the mirror $x\to-x$. It reverses the sign of $g_{xy}$ and $g_{yx}$, so these vanish too.

Only the diagonal is left. Apply the rotation again, with $c=\cos120^\circ$ and $s=\sin120^\circ$. The $xy$ element of $R\mathbf gR^T$ is
\begin{equation}
c\,g_{xx}\,s+(-s)\,g_{yy}\,c=sc\,(g_{xx}-g_{yy}),
\end{equation}
and it must be zero. Since $sc\neq0$, $g_{xx}=g_{yy}$. Therefore
\begin{equation}
\mathbf g=\begin{pmatrix}g_\perp&0&0\\0&g_\perp&0\\0&0&g_\parallel\end{pmatrix}.
\end{equation}
A level splitting does not reveal the signs of $g_\parallel$ and $g_\perp$; we take both as positive.

\section{The splitting}

Let the field have magnitude $B$ and make the angle $\theta$ with $z$. All directions normal to $z$ are equivalent, so we may choose $x$ in the plane of $\mathbf B$ and $z$. Then $B_x=B\sin\theta$, $B_y=0$, $B_z=B\cos\theta$, and
\begin{equation}
H=\mu_BB\,(g_\parallel\cos\theta\,S_z+g_\perp\sin\theta\,S_x).
\label{planeham}
\end{equation}
The matrices are
\begin{equation}
S_x=\frac12\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad
S_z=\frac12\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
Direct multiplication gives $S_x^2=S_z^2=\tfrac14\mathbf 1$ and
\begin{equation}
S_xS_z=\frac14\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad
S_zS_x=\frac14\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\end{equation}
so that $S_xS_z+S_zS_x=0$.

Now square $H$, keeping the order of the operators:
\begin{align}
H^2&=(\mu_BB)^2\bigl[g_\parallel^2\cos^2\theta\,S_z^2+g_\perp^2\sin^2\theta\,S_x^2\nonumber\\
&\qquad+g_\parallel g_\perp\sin\theta\cos\theta\,(S_zS_x+S_xS_z)\bigr]\nonumber\\
&=\Bigl(\frac{\mu_BB}{2}\Bigr)^2\bigl(g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta\bigr)\mathbf 1 .
\end{align}
The cross term has gone, and $H^2$ is a number times the identity. If $Hv=Ev$, then $H^2v=E^2v$, so each level satisfies
\begin{equation}
E^2=\Bigl(\frac{\mu_BB}{2}\Bigr)^2\bigl(g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta\bigr).
\end{equation}
The trace of $H$ is zero because $S_x$ and $S_z$ have zero trace. The two levels therefore have opposite signs, and their separation is
\begin{equation}
E_+-E_-=\mu_BB\sqrt{g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta}.
\end{equation}
The measured $g$ value is defined by $E_+-E_-=g(\theta)\mu_BB$. Comparison gives Eq.~\eqref{law}, which is exact for the Hamiltonian \eqref{ham} with an axial $\mathbf g$.

\section{Why the squares add}

Equation \eqref{planeham} is the energy of a spin in an effective field whose components, in units of $B$, are $g_\perp\sin\theta$ along $x$ and $g_\parallel\cos\theta$ along $z$. The length of this vector is $g(\theta)$ by Pythagoras' theorem. Let $\mathbf n$ be the unit vector along it. Then
\begin{equation}
H=g(\theta)\,\mu_BB\,\mathbf n\cdot\mathbf S .
\label{neff}
\end{equation}
The spin is quantised along $\mathbf n$, whose angle $\varphi$ to the symmetry axis follows from the ratio of the components:
\begin{equation}
\tan\varphi=\frac{g_\perp}{g_\parallel}\tan\theta .
\end{equation}
For $g_\perp>g_\parallel$ and $0<\theta<90^\circ$, the quantisation axis leans away from the symmetry axis, beyond the field. At $0^\circ$ and $90^\circ$ it coincides with the field.

The extreme case $g_\perp=0$ shows the geometry clearly. Only the field component along $z$ acts, and $g=g_\parallel|\cos\theta|$. At $\theta=60^\circ$ this is $g_\parallel/2$, whereas averaging $g$ with the weights $\cos^2\theta$ and $\sin^2\theta$ would give $g_\parallel/4$. At $90^\circ$ the splitting vanishes. This limit illustrates the level splitting, not an observable line: with $g_\perp=0$ the microwave field also acts only through $S_z$, which commutes with $H$, so it cannot flip the spin at any angle. In the opposite case, $g_\parallel=g_\perp$, Eq.~\eqref{law} gives a constant $g$.

\section{How wrong is the linear average?}

For weak anisotropy the linear average
\begin{equation}
g_{\rm lin}=g_\parallel\cos^2\theta+g_\perp\sin^2\theta
\end{equation}
is close to the true value. To find its error, write $C=\cos^2\theta$ and $D_s=\sin^2\theta$, with $C+D_s=1$:
\begin{align}
g^2-g_{\rm lin}^2&=g_\parallel^2C(1-C)+g_\perp^2D_s(1-D_s)-2g_\parallel g_\perp CD_s\nonumber\\
&=CD_s\,(g_\parallel-g_\perp)^2 .
\end{align}
The second line uses $1-C=D_s$ and $1-D_s=C$. Since the left side is $(g-g_{\rm lin})(g+g_{\rm lin})$,
\begin{equation}
g-g_{\rm lin}=\frac{(g_\parallel-g_\perp)^2\sin^2\theta\cos^2\theta}{g+g_{\rm lin}} .
\label{linerr}
\end{equation}
The right side is never negative, so the linear average never exceeds the true value. Its error is of second order in the anisotropy.

\section{Resonance fields for a model centre}

Take round model parameters $g_\parallel=2.000$ and $g_\perp=2.010$, and a microwave frequency $\nu=9.500$~GHz. Resonance occurs when the photon energy equals the splitting:
\begin{equation}
h\nu=g(\theta)\mu_BB_{\rm res},\qquad
B_{\rm res}=\frac{h\nu}{\mu_B}\,\frac1{g(\theta)} .
\end{equation}
The first factor is
\begin{equation}
\frac{h\nu}{\mu_B}=\frac{6.62607\times10^{-34}\times9.500\times10^{9}}{9.27401\times10^{-24}}\ {\rm T}=678.75\ {\rm mT}.
\end{equation}
At $\theta=45^\circ$ both weights are one half, and
\begin{equation}
g^2=\tfrac12(4.0000+4.0401)=4.02005,\qquad g=2.00501,
\end{equation}
which gives $B_{\rm res}=678.75/2.00501=338.53$~mT. The other angles follow in the same way.

\begin{center}
\begin{tabular}{ccc}
$\theta$ & $g$ & $B_{\rm res}$ (mT)\\
$0^\circ$ & 2.0000 & 339.38\\
$30^\circ$ & 2.0025 & 338.95\\
$45^\circ$ & 2.0050 & 338.53\\
$60^\circ$ & 2.0075 & 338.11\\
$90^\circ$ & 2.0100 & 337.69
\end{tabular}
\end{center}

A larger $g$ needs a smaller field, so the line moves down by 1.69~mT as the field turns from the axis to the normal plane. Resonance fields found by diagonalizing $H$ and searching for the field at which the splitting matches the photon energy agree with the formula at all five angles.

The linear average at $45^\circ$ is 2.0050, and Eq.~\eqref{linerr} gives its error as
\begin{equation}
g-g_{\rm lin}=\frac{(0.010)^2\times\frac14}{4.010}=6.2\times10^{-6}.
\end{equation}
Relative to $g$ this is 3 parts in a million, or about 0.001~mT in the line position. The quantisation axis at this angle lies at $\varphi=45.14^\circ$, so it is tilted from the field by $0.14^\circ$. For this centre both effects are small, because the anisotropy is only half a per cent of $g$.

For measured data the law has a useful straight-line form. Since $\sin^2\theta=1-\cos^2\theta$,
\begin{equation}
g^2=g_\perp^2+(g_\parallel^2-g_\perp^2)\cos^2\theta .
\end{equation}
A plot of $g^2$ against $\cos^2\theta$ is a straight line, with $g_\perp^2$ at $\cos^2\theta=0$ and $g_\parallel^2$ at $\cos^2\theta=1$. A clear curvature means that the angle is wrong or that one of the assumptions fails. A straight line in one plane does not prove axial symmetry: a centre with $g_{xx}\neq g_{yy}$ also gives one in any plane that contains its principal axis $z$.

\section{Four bond directions in silicon}

Dangling bonds in silicon can point along the directions $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$. Reversing a bond changes the sign of $\cos\theta$ but not of its square, so the sense of the bond does not matter. We keep the model values of $g_\parallel$ and $g_\perp$ and assume that each centre is axial about its own bond.

\emph{Field along $[111]$.} One bond is parallel to the field. The scalar product of each of the others with the field direction is $-1/3$, so $\cos^2\theta=1/9$ and the acute angle is $70.53^\circ$. For these three,
\begin{equation}
g^2=\frac{g_\parallel^2+8g_\perp^2}{9},\qquad g=2.0089 .
\end{equation}
The lines lie at 339.38~mT for the one orientation and 337.87~mT for the three.

\emph{Field along $[001]$.} Each bond has $\cos^2\theta=1/3$, so the angle is $54.74^\circ$ and
\begin{equation}
g^2=\frac{g_\parallel^2+2g_\perp^2}{3},\qquad g=2.0067 .
\end{equation}
All four orientations share one line at 338.25~mT.

\emph{Field along $[110]$.} Two bonds have $\cos^2\theta=2/3$, at $35.26^\circ$, and two are normal to the field. The lines lie at 338.81~mT and 337.69~mT, which is 1.12~mT apart.

These cases answer the question of the two lines. If they come from one kind of centre that is axial about its own $\langle111\rangle$ bond and occurs in different orientations, they must merge when the field is turned to $[001]$. This test holds only for that symmetry. One kind of centre with its axis along $\langle100\rangle$ or $\langle110\rangle$, or tilted off the bond, still gives more than one line along $[001]$; with the model values, a tilt of $10^\circ$ from $[111]$ towards $[110]$ gives lines at 337.99 and 338.38~mT. Without hyperfine coupling, lines that stay apart there cannot both belong to this one set of axial centres. In a real spectrum this possibility must be excluded first: a nucleus with spin, such as $^{29}$Si, can split the line of a single centre, and the two parts need not merge along $[001]$. Merging in a single direction is weaker evidence, since two different centres may happen to have equal $g$ values there; the positions along other directions must fit as well.

The counts 1:3, 4 and 2:2 are numbers of possible orientations, not predicted intensities. At an interface the orientations need not be equally occupied. If at a $(111)$ interface only bonds along the normal are occupied, a field along the normal gives only the line at 339.38~mT.

\section{A microscopic case with strong anisotropy}

The law can be examined without putting in a $\mathbf g$ matrix. Take one electron in a $p$ shell with
\begin{equation}
H_0=\Delta L_z^2+\lambda\,\mathbf L\cdot\mathbf S_{\rm true},
\end{equation}
where $\Delta>0$ makes the orbital along $z$ the lowest and $\lambda$ is the spin--orbit constant. This is an illustration, not a model of the silicon dangling bond.

Label states by $L_z$ and the spin direction. Spin--orbit coupling conserves $L_z+S_z$, so $|0{\uparrow}\rangle$ mixes only with $|1{\downarrow}\rangle$. The matrix element is $\lambda/\sqrt2$, and $|1{\downarrow}\rangle$ lies higher by $\Delta-\lambda/2$. The ground pair is
\begin{align}
|a\rangle&=\cos\alpha\,|0{\uparrow}\rangle-\sin\alpha\,|1{\downarrow}\rangle,\nonumber\\
|b\rangle&=\cos\alpha\,|0{\downarrow}\rangle-\sin\alpha\,|{-1}{\uparrow}\rangle,
\end{align}
with $\tan2\alpha=\sqrt2\,\lambda/(\Delta-\lambda/2)$. Comparing the Zeeman matrix in this pair with Eq.~\eqref{ham} gives
\begin{align}
g_\parallel&=2\langle a|L_z+g_eS_z|a\rangle=g_e\cos2\alpha+2\sin^2\alpha,\nonumber\\
g_\perp&=2\langle a|L_x+g_eS_x|b\rangle=g_e\cos^2\alpha-\sqrt2\sin2\alpha .
\end{align}
For small $\lambda/\Delta$ we have $\alpha\approx\lambda/(\sqrt2\Delta)$. To first order $g_\parallel\approx g_e$, while $g_\perp\approx g_e-2\lambda/\Delta$. The orbital admixture comes from the spin--orbit coupling, not from the weak field, and its size $\alpha$ is the same for every field direction. The operator $L_x$ connects $L_z=0$ with $L_z=\pm1$, so its matrix element in the pair is of first order in $\alpha$; the operator $L_z$ has no such cross term and contributes only at order $\alpha^2$.

For $\lambda=0.1\Delta$ and $\mu_BB=10^{-4}\Delta$, diagonalizing all six states gives $g_\parallel=1.9914$ and $g_\perp=1.7832$. Their difference, 0.208, is close to the first-order value $2\lambda/\Delta=0.2$. At $45^\circ$ the diagonalized splitting gives $g=1.89015$, the same as Eq.~\eqref{law} to all digits shown. The linear average gives 1.88729, which is 0.15\% too low. The law was tested in this way at $20^\circ$, $45^\circ$ and $70^\circ$, and holds there to within $10^{-6}$ in $g$.

\section{Where the law stops}

\emph{Lower symmetry.} If the bond is distorted so that $g_{xx}\neq g_{yy}$, the azimuth of the field matters. The squaring argument still works, with the effective vector $\mathbf g^T\mathbf B/B$ in place of the axial one, but two constants no longer suffice.

\emph{Strong fields.} When $\mu_BB$ is not small compared with the distance to the next level, the splitting is no longer linear in $B$, and Eq.~\eqref{ham} itself fails.

\emph{Higher spin.} For $S=1$ with the Zeeman term alone, Eq.~\eqref{neff} still holds. The levels are equally spaced by $g(\theta)\mu_BB$, and the law survives. Two interacting electrons in a triplet, however, usually have a further term $DS_z^2$. Treat it to first order. A state with projection $m$ on the quantisation axis has
\begin{equation}
\langle S_z^2\rangle=m^2\cos^2\varphi+\frac{2-m^2}{2}\sin^2\varphi ,
\end{equation}
because the two components normal to $\mathbf n$ share $S(S+1)-m^2=2-m^2$ equally. This is $(1+\cos^2\varphi)/2$ for $m=\pm1$ and $\sin^2\varphi$ for $m=0$. The upper gap therefore changes by $+D(3\cos^2\varphi-1)/2$ and the lower gap by the opposite amount.

For $D=0.1\,\mu_BB$ and $\varphi\approx45^\circ$ the change is $0.025\,\mu_BB$, so the estimated gaps are 1.980 and 2.030 in units of $\mu_BB$. Diagonalization, listed with the other values in the numerical output, gives 1.981 and 2.030. There are now two transition energies at one angle, and no single $g(\theta)$ can describe both.

\section*{Computed results}
\begin{verbatim}
model gpar = 2.000, gperp = 2.010
microwave frequency = 9.500 GHz
h = 6.62607015e-34 J s
Bohr magneton = 9.27401007e-24 J/T
h nu / muB = 678.7535 mT
theta (deg), g squared, g, resonance field (mT):
   0  4.000000  2.000000  339.3767
  30  4.010025  2.002505  338.9523
  45  4.020050  2.005006  338.5294
  60  4.030075  2.007505  338.1080
  90  4.040100  2.010000  337.6883
field at 0 deg minus field at 90 deg = 1.6884 mT
quantisation axis at theta = 45 deg: 45.1429 deg
linear average at 45 deg = 2.005000
g minus linear average at 45 deg = 6.234e-06
field direction: orientations, angle (deg), g, field (mT)
  [111]: 1, 0.00, 2.000000, 339.3767
  [111]: 3, 70.53, 2.008891, 337.8747
  [001]: 4, 54.74, 2.006672, 338.2483
  [110]: 2, 35.26, 2.003339, 338.8111
  [110]: 2, 90.00, 2.010000, 337.6883
  [111] line separation = 1.5021 mT
  [110] line separation = 1.1228 mT
p-shell model, energies in units of the crystal-field gap:
  spin-orbit constant = 0.1, muB B = 1e-04
  g at 0 deg = 1.991395, at 90 deg = 1.783175
  g at 45 deg, diagonalized = 1.890154
  g at 45 deg, squares law  = 1.890154
  g at 45 deg, linear mean  = 1.887285
spin 1 at 45 deg, term D Sz^2 with D = 0.1 muB B:
  gaps / (muB B) = 1.9812 and 2.0304
\end{verbatim}
